In-plane masses of heavy and light holes in quantum wells

**Question**

I am modelling a germanium channel grown along [001] between silicon-germanium barriers. To get subband masses I kept only the diagonal of the 4×4 Luttinger matrix. Along the growth direction the heavy hole comes out heavy, as I expected. In the plane, however, it comes out lighter than the light hole. Have I swapped two labels, or is this real? And may I put these in-plane masses into a transport model?

**Answer**

Your labels are right. "Heavy" names a state with angular momentum projection ±3/2 along the growth axis z; it does not promise a large mass in every direction. The reversed order you found is a property of the diagonal approximation, though, and the terms you dropped change both in-plane masses even at zero in-plane wave vector. They can undo the reversal.

**Where the diagonal masses come from**

I count hole energies as positive, write C = ħ²/2m0, and assume γ2 > 0. The valence band edge is built from three p-like orbitals X, Y, Z. Reflection x → −x changes the sign of both X and kx. To second order in k, a diagonal element can therefore contain only squares of wave-vector components, and the element between X and Y must be proportional to kx ky. With the Luttinger parameters as the three constants,

H_XX = C[(γ1 + 4γ2)kx² + (γ1 − 2γ2)(ky² + kz²)]
H_XY = 6Cγ3 kx ky,

and cyclically. An orbital is light along its own axis and heavy across it.

Spin-orbit coupling selects the j = 3/2 states

|3/2⟩ = −(X + iY)↑/√2
|1/2⟩ = [2Z↑ − (X + iY)↓]/√6
|−1/2⟩ = [2Z↓ + (X − iY)↑]/√6
|−3/2⟩ = (X − iY)↓/√2.

The heavy hole (HH, ±3/2) is half X and half Y. The light hole (LH, ±1/2) is 2/3 Z and 1/3 an equal mixture of X and Y. Averaging the orbital coefficients gives m0/m:

HH along z: γ1 − 2γ2
HH in plane: ½[(γ1 + 4γ2) + (γ1 − 2γ2)] = γ1 + γ2
LH along z: (2/3)(γ1 + 4γ2) + (1/3)(γ1 − 2γ2) = γ1 + 2γ2
LH in plane: (2/3)(γ1 − 2γ2) + (1/3)(γ1 + γ2) = γ1 − γ2.

The heavy hole contains no Z orbital, so it is heavy along z. Its X and Y content makes it light in the plane.

**What the diagonal leaves out**

Let k be the in-plane wave vector's magnitude. Two kinds of coupling remain. In the first, only the spin-up parts contribute:

⟨3/2|H|1/2⟩ = −(1/√3)(H_XZ − iH_YZ) = −2√3 Cγ3 kz(kx − iky).

Call this S. The element between −1/2 and −3/2 has the same size. The second kind is

⟨3/2|H|−1/2⟩ = −(1/√12)(H_XX − H_YY − 2iH_XY)
= −√3 C[γ2(kx² − ky²) − 2iγ3 kx ky].

Call this R; it also connects 1/2 with −3/2. The element between 1/2 and −1/2 cancels, and the one between 3/2 and −3/2 vanishes because the spins are opposite.

Unstrained bulk shows why the diagonal alone can mislead. For k along x and kz = 0, S vanishes and HH and LH are degenerate at k = 0. The 2×2 block has diagonal entries C(γ1 ± γ2)k² and coupling of size √3 Cγ2k². Its eigenvalues are

Ck²[γ1 ± √(γ2² + 3γ2²)] = C(γ1 ± 2γ2)k².

These are the familiar bulk light and heavy masses again, so the reversal has disappeared. A well or strain separates HH from LH at k = 0, and R then changes the energies only at order k⁴: it is itself of order k², and it enters squared over a fixed splitting. S is linear in k, so its square changes the mass.

**The coupling in a well**

Take hard walls at 0 and L and the same γ's throughout. Let compressive strain raise LH by Δ ≥ 0 relative to HH, and define

a = γ1 + 2γ2, b = γ1 − 2γ2, δ = ΔL²/(Cπ²).

The subband edges, measured from the strained HH band edge, are

E(HHm) = (Cπ²/L²) b m²
E(LHm) = (Cπ²/L²)(a m² + δ).

In S, kz is the operator −i d/dz. Between the functions √(2/L) sin(nπz/L),

⟨m|kz|n⟩ = −i(2nπ/L²) ∫₀ᴸ sin(mπz/L) cos(nπz/L) dz.

Write the product as ½{sin[(m+n)πz/L] + sin[(m−n)πz/L]}. The integral of sin(pπz/L) is 2L/(πp) for odd p and zero for even p. For odd m + n the integral is therefore

(L/π)[1/(m+n) + 1/(m−n)] = (L/π) 2m/(m² − n²),

so that

|⟨m|kz|n⟩| = 4mn/(L|m² − n²|),

and zero for even m + n. HH1 thus couples through S to LH2, LH4 and so on, but not to LH1. Likewise LH1 couples to HH2, HH4 and so on.

For HH1, second-order perturbation theory gives the energy shift

−Σ |S|²/[E(LHm) − E(HH1)], m even,

|S|² = 12C²γ3²k² · 16m²/[L²(m² − 1)²].

The factor 1/L² cancels against the one in the energy denominator. The shift becomes

−Ck² (192γ3²/π²) Σ m²/{(m² − 1)²[a m² − (b − δ)]}.

Define

F(t) = Σ_{m even} m²/[(m² − 1)²(m² − t)].

Dividing the energy by Ck² gives

HH1: m0/m = γ1 + γ2 − (192γ3²/π²a) F((b − δ)/a).

For LH1 the energy denominator is E(HHm) − E(LH1), proportional to b m² − (a + δ). The same steps give

LH1: m0/m = γ1 − γ2 − (192γ3²/π²b) F((a + δ)/b).

**Summing the series**

Partial fractions in m² give

m²/[(m² − 1)²(m² − t)] = D[1/(m² − t) − 1/(m² − 1)] + B/(m² − 1)²,
D = t/(1 − t)², B = 1/(1 − t).

The standard series for the cotangent gives

G(t) = Σ_{m even} 1/(m² − t) = 1/(2t) − π cot(π√t/2)/(4√t).

Hence G(1) = 1/2. Differentiating, Σ 1/(m² − 1)² = G′(1) = π²/16 − 1/2. Therefore

F(t) = D[G(t) − 1/2] + B(π²/16 − 1/2).

The rational part of the first term is D(1 − t)/(2t) = 1/[2(1 − t)], which cancels −B/2. What remains is

F(t) = π²/[16(1 − t)] − π√t cot(π√t/2)/[4(1 − t)²].

For negative t, put s = √(−t) and replace √t cot(π√t/2) by s coth(πs/2).

**A 10 nm germanium channel**

I use rough values for germanium, γ1 = 13.4, γ2 = 4.2, γ3 = 5.7, with Δ = 50 meV. Then a = 21.8 and b = 5.0. The diagonal masses are

HH: 0.200 m0 along z, 0.0568 m0 in plane
LH: 0.0459 m0 along z, 0.1087 m0 in plane.

With C = 0.0381 eV nm², the energy unit Cπ²/L² is 3.76 meV and δ = 50/3.76 = 13.30. The edges lie at 18.8 meV (HH1), 75.2 meV (HH2) and 132.0 meV (LH1). The common factor 192γ3²/π² is 632.0.

For HH1, t = (5.0 − 13.30)/21.8 = −0.381 and F = 0.1071:

m0/m = 17.6 − (632.0/21.8)(0.1071) = 14.50
m = 0.0690 m0 = 6.28 × 10⁻³² kg.

For LH1, t = (21.8 + 13.30)/5.0 = 7.02 and F = −0.1377:

m0/m = 9.2 + (632.0/5.0)(0.1377) = 26.61
m = 0.0376 m0.

Diagonalizing the full four-band matrix with 40 sine functions gives the same two values of m0/m to within 0.001. HH1 is still much lighter in the plane than along z, but it is 21% heavier than the diagonal value. LH1 is now lighter than HH1, so the reversed order is gone.

The signs follow from level repulsion. All the LH levels coupled to HH1 lie above it when Δ ≥ 0, so they push it down more strongly as k grows and make it heavier. HH2 lies below LH1 and pushes it up, which makes it lighter. HH4 and higher levels push LH1 down, but here the HH2 term dominates.

**Changing width and strain**

Without strain δ = 0, and L drops out of both formulas. Changing the width does not cure the diagonal approximation: the level spacing and the squared coupling both scale as 1/L². For the same γ's,

HH1: m0/m = 14.01, LH1: m0/m = 164.3.

The huge LH1 value comes from a near-degeneracy, since a = 21.8 is close to 4b = 20, so LH1 lies just above HH2. At L = 10 nm the gap is 1.8 × 3.76 = 6.8 meV, while the coupling is |S| = 0.20k eV, with k in nm⁻¹. The parabola requires 2|S| to be much smaller than the gap, hence k well below 0.017 nm⁻¹. This value is a curvature at the band edge, not a mass for a filled subband.

Strong strain does restore the diagonal HH mass. For large δ, the first term of F gives a correction 12γ3²/δ to m0/m. The second term reduces it by the relative amount 4/(πs), with s ≈ √(δ/a), so the approach is slow. At fixed L = 10 nm, splittings of 1 and 10 eV give m0/m = 16.69 and 17.47, against the limit 17.6. Those splittings only illustrate the mathematical limit; they do not describe a usable germanium layer.

LH1 is more delicate. Whenever a + δ = b m² with m even, it is degenerate with HHm and the formula diverges. At the degeneracy S splits the two levels linearly in k, so no parabolic mass exists. With Δ held at 50 meV, LH1 meets HH4 at

L = √[(16b − a)Cπ²/Δ] = 20.9 nm.

At 20.5 nm HH4 is still slightly above LH1 and pushes it down. The result is m0/m = −5.6: the LH1 hole energy initially falls as k increases. No single statement about which hole is lighter in the plane covers all these wells.

**The crossing in the diagonal picture**

Your diagonal curves for HH1 and LH1 also cross, where 2Cγ2k² = E(LH1) − E(HH1). In the 10 nm well the right side is 113.2 meV, so k = 0.595 nm⁻¹. Within this n = 1 pair S vanishes, but along [100] R opens a gap

2|R| = 2√3 Cγ2k² = √3[E(LH1) − E(HH1)] = 196 meV.

The crossing is an artefact of dropping R. The gap itself belongs to the two-subband model: the crossing energy is about 256 meV, where other subbands and the split-off band also matter.

**What to use for a real channel**

Compressively strained germanium between germanium-rich silicon-germanium barriers is a real low-temperature channel. The width and strain above are meant as roughly typical, as are a 150 meV barrier, a 290 meV spin-orbit splitting, and a hole density of 4 × 10¹¹ cm⁻² at 4 K. Real barriers are finite, so the hard-wall assumption fails. With finite barriers, the four-band HH1 mass rises from 0.0690 to 0.0774 m0. LH1 changes much more, from m0/m = 26.6 to 14.8, or 0.068 m0. It remains lighter than HH1, but only by a modest margin. Finite barriers alter both the level spacings and the kz matrix elements, and these numbers do not separate the two effects. Enlarging the box from 40 to 50 nm and the basis from 60 to 80 functions moves either m0/m by less than 0.001.

Adding the split-off band to the hard-wall well barely changes HH1, to 0.0692 m0. For the gate field I take ep/(ε0εr) with εr = 16, which is 0.045 MV/cm, and apply it uniformly; in a real channel the holes screen it across the layer. Finite barriers, the split-off band and this field together give about 0.080 m0, which is roughly 41% above the diagonal HH mass.

Even that is a band-edge mass. With two states per wave vector and a nearly circular Fermi line, kF = √(2πp) = 0.159 nm⁻¹. In the four-band finite well without field, the Fermi energy is about 11 meV above the HH1 edge (11.4 meV at this kF along [100], slightly less once the warping of the Fermi line is allowed for). The mass that sets the velocity, ħ²k/(dE/dk), is there

0.092 m0 along [100], 0.103 m0 along [110].

These values are 62% and 81% above the diagonal one. The split-off band, which barely matters at k = 0, matters more here: with it and the uniform field included, the two masses rise to about 0.100 and 0.120 m0, or 75% and 111% above the diagonal value. If the scattering time is held fixed, a mobility estimated from the diagonal mass is then too high by roughly a factor of two within this model and for these parameters. The factor is not universal. With Δ = 80 meV and a 200 meV barrier at the same width, the two masses fall to about 0.090 and 0.104 m0. Masses measured in strained germanium wells at a few 10¹¹ cm⁻² are typically lower still, roughly 0.06 to 0.08 m0, so check the model against data for your own structure. In practice the scattering time also depends on the wavefunctions and the density of states, so this is not a full mobility prediction.

HH2 lies 36.5 meV above HH1, or about 25 meV above the Fermi energy. With kT = 0.34 meV at 4 K it is empty. At 300 K, kT = 25.9 meV, and a one-subband model is no longer justified. If the field acts only in the barrier, tunnelling out has a semiclassical exponent of about 34. A uniform field also drops by about 23 meV across half the well, which lowers the barrier at the well edge and reduces the exponent to about 26. Both exponents use the heavy mass along z and so apply at k = 0. At kF the state is about 4% light hole, and this part decays more slowly in the barrier, with exponents of about 19 and 15. If the barrier contains the whole tunnelling path, escape is still far slower than picosecond scattering and does not affect the mass. Over much longer times, holes may leak out if there are states for them beyond the barrier. The hole energy is about 3% of a rough 0.8 eV direct gap, but this ratio does not measure the conduction-band effect on the mass, which also depends on how strongly the conduction band is confined. That effect can reach several per cent and is not included in the masses above. Different γ's in the barrier, alloy disorder, interface roughness and many-body effects are left out.

For your transport model, keep the heavy-hole label but do not take the mass from the diagonal. Compute the HH1 dispersion with S, R and the split-off band included, for your own barriers and strain, and take the velocity mass at your Fermi wave vector. The numerical output below lists most of the values used here.

Table of computed values

```
Luttinger g1, g2, g3 (input): 13.4, 4.2, 5.7
well width (input): 10.0 nm
strain splitting (input): 50 meV
barrier height (input): 150 meV
split-off splitting (input): 290 meV
hole density (input): 4.0e+11 cm^-2
relative permittivity (input): 16
hbar^2/(2 m0): 0.038100 eV nm^2
HH mass along z: 0.2000 m0
LH mass along z: 0.0459 m0
HH in-plane mass, diagonal: 0.0568 m0
LH in-plane mass, diagonal: 0.1087 m0
Hard-wall well, four bands:
HH1 edge: 18.80 meV
HH2 edge: 75.21 meV
LH1 edge: 131.97 meV
reduced strain delta: 13.297
mixing sum for HH1: 0.10708
mixing sum for LH1: -0.13774
HH1 m0/m formula, numeric: 14.4953, 14.4954
LH1 m0/m formula, numeric: 26.6122, 26.6126
HH1 in-plane mass: 0.0690 m0 = 6.284e-32 kg
LH1 in-plane mass: 0.0376 m0
HH1 mass rise over diagonal: 21.4 %
unstrained HH1 m0/m (any width): 14.014
unstrained LH1 m0/m (any width): 164.31
HH1 m0/m at 1 and 10 eV strain: 16.689, 17.471
correction/(12 g3^2/delta) there: 0.621, 0.880
LH1 m0/m at 20.5 nm width: -5.557
width where LH1 meets HH4: 20.92 nm
diagonal HH1-LH1 crossing: 0.5947 nm^-1
edge splitting LH1-HH1: 113.17 meV
n=1 gap at that crossing: 196.02 meV
Size of neglected effects:
HH1 mass, finite barrier: 0.0774 m0
LH1 m0/m, finite barrier: 14.776
basis/box shift of HH1 m0/m: 1.3e-04
basis/box shift of LH1 m0/m: 8.1e-04
HH1 mass, hard wall + split-off: 0.0692 m0
LH1 m0/m, barrier + split-off: 15.976
gate field from density: 0.0452 MV/cm
HH1 mass, barrier + field: 0.0791 m0
HH1 mass, all three effects: 0.0803 m0
Fermi wave vector: 0.1585 nm^-1
Fermi energy above HH1 edge: 11.40 meV
velocity mass at kF, [100]: 0.0919 m0
velocity mass at kF, [110]: 0.1027 m0
HH2-HH1 spacing, finite well: 36.47 meV
kT at 4 K and 300 K: 0.345, 25.85 meV
tunnelling exponent (WKB): 34.4
hole energy / 0.8 eV direct gap: 0.030
```
